# The Luttinger Hamiltonian from cubic invariants, at zero field and in a field

Atomic units are used in the algebra, the electron has charge $-1$, and energies are electron energies measured from the band edge. In a uniform magnetic field $\mathbf B=\nabla\times\mathbf A$ the wave vector becomes the operator $\mathbf K=-i\nabla+\mathbf A$ acting on an envelope function. Its components do not commute:

$$[K_x,K_y]=-i(\partial_xA_y-\partial_yA_x)=-iB_z,\qquad [K_i,K_j]=-i\sum_l\epsilon_{ijl}B_l .$$

Since $\mathbf B$ is a commutator of two $K$'s, it counts as second order in $K$. The matrices $J_x,J_y,J_z$ are those of angular momentum $3/2$, with $\sum_iJ_i^2=15/4$, and $\{XY\}=(XY+YX)/2$.

The band edge is a fourfold level at the zone centre of a crystal with point group $O_h$ and time-reversal symmetry. Its four states transform like $J=3/2$ (the representation $\Gamma_8$), up to signs that cancel when matrices are conjugated, and all other levels are far away in energy. The claim is that, apart from a constant, the most general Hamiltonian to second order is

$$\begin{aligned}H=&-\tfrac12\gamma_1K^2+\gamma_2\sum_iK_i^2\left(J_i^2-\tfrac54\right)+2\gamma_3\sum_{i<j}\{K_iK_j\}\{J_iJ_j\}\\&-\kappa\,\mathbf J\cdot\mathbf B-q\sum_iJ_i^3B_i ,\end{aligned}$$

with five real constants. The signs make $\gamma_1$ positive for a band that curves downward.

Inversion multiplies all four states by the same sign and reverses $\mathbf K$, so terms linear in $K$ are forbidden. What remains is $H=\sum_{ij}T_{ij}K_iK_j$ with nine $4\times4$ matrices $T_{ij}$. Splitting each product into its symmetric and antisymmetric parts,

$$K_iK_j=\{K_iK_j\}+\tfrac12[K_i,K_j]=\{K_iK_j\}-\tfrac i2\sum_l\epsilon_{ijl}B_l ,$$

gives

$$H=\sum_{ij}Q_{ij}\{K_iK_j\}+\sum_lX_lB_l,\quad Q_{ij}=\tfrac12(T_{ij}+T_{ji}),\quad X_l=-\tfrac i2\sum_{ij}\epsilon_{ijl}T_{ij}.$$

An explicit spin term in $\mathbf B$ has the same form as the second sum and needs no separate treatment. Because $H$ is Hermitian, so are $Q_{ij}$ and $X_l$.

The 16 independent Hermitian $4\times4$ matrices form tensors of rank 0, 1, 2 and 3, with $1+3+5+7=16$ members. They are symmetrised polynomials in the $J_i$ and transform like the corresponding polynomials in $x,y,z$. Under the cubic rotations they split as follows.

- Rank 0: the unit matrix, $A_1$.
- Rank 1: $J_i$, $T_1$.
- Rank 2: the matrices $J_i^2-\frac54$, whose sum is zero, form $E$; the $\{J_iJ_j\}$ with $i\ne j$ form $T_2$.
- Rank 3: the symmetrised $J_xJ_yJ_z$ is $A_2$; the rank-3 part of $J_i^3$ is $T_1$; $V_x=\{J_x,J_y^2-J_z^2\}$ and its cyclic partners are $T_2$.

Here $\{X,Y\}$ is the same half-sum as $\{XY\}$. The two triplet types differ under a quarter turn about $z$: the $z$ member of $T_1$ is unchanged, while that of $T_2$ changes sign. Time reversal sends $\mathbf J\to-\mathbf J$, so ranks 0 and 2 are even and ranks 1 and 3 are odd.

On the other side, $\{K_iK_j\}$ is even under time reversal, which reverses $\mathbf K$ when the external field is reversed too. It contains $K^2$ ($A_1$), the differences of the $K_i^2$ ($E$), and the products with $i\neq j$ ($T_2$). The field $\mathbf B$ is odd and transforms as $T_1$.

Two sets of quantities combine into one invariant if they belong to the same irreducible representation, and into none otherwise. The even matrices contain $A_1$, $E$ and $T_2$ once each, which gives three invariants with $\{K_iK_j\}$. The odd matrices contain $T_1$ twice, which gives two invariants with $\mathbf B$. These are the five terms of $H$. In the $\gamma_2$ term, the vanishing sum of $J_i^2-\frac54$ removes the $K^2$ part, leaving pure $E$. Each term is Hermitian, so the constants are real.

Time reversal is needed for this count. Rotations and inversion alone would also allow $\{K_yK_z\}V_x$ plus cyclic terms, a fourth zero-field invariant, because both factors are $T_2$. It is odd under time reversal and drops out. The field terms number two even without time reversal, since no even matrix is $T_1$.

Inversion matters as well. In the group $T_d$, $\mathbf K$ itself transforms as $T_2$ and is odd in time, so one linear term $\mathbf K\cdot\mathbf V$ is allowed. The second-order terms do not notice the loss of inversion. In such crystals the five-constant form therefore requires the linear term to be negligible.

Under full rotational symmetry, $\{K_iK_j\}$ has ranks 0 and 2 and pairs once with each, while $\mathbf B$ pairs with $\mathbf J$ alone. For $\gamma_2=\gamma_3$ the second and third terms of $H$ combine into the symmetrised square of $\mathbf K\cdot\mathbf J$ minus a multiple of $K^2$, which is isotropic. With rotations generated by $\mathbf J$, the isotropic limit is thus $\gamma_2=\gamma_3$, $q=0$. It is not the only isotropic case. Multiplying $\Gamma_8$ by the signs of $A_2$ gives $\Gamma_8$ again, so the matrices $\frac43J_i^3-\frac{10}3J_i$, whose $z$ member is $\mathrm{diag}(-\frac12,-\frac32,\frac32,\frac12)$, are an equally good set for angular momentum $3/2$, and the form isotropic with respect to them has $\gamma_2=-\gamma_3$, $\kappa=-\frac52q$.

At zero field $\mathbf K$ is an ordinary vector $\mathbf k$. Write $H=-\frac12\gamma_1k^2+M$ and order the states as $m=\frac32,\frac12,-\frac12,-\frac32$. The needed matrices follow from $J_\pm=J_x\pm iJ_y$:

- $J_z^2-\frac54=\mathrm{diag}(1,-1,-1,1)$.
- $J_x^2-J_y^2=\frac12(J_+^2+J_-^2)$ has the element $\sqrt3$ between $\frac32,-\frac12$ and between $\frac12,-\frac32$, because $J_+^2$ has the element $2\sqrt3$ there.
- $\{J_xJ_y\}=(J_+^2-J_-^2)/(4i)$ has $-i\sqrt3/2$ at the same upper-right places.
- $\{J_zJ_x\}$ and $\{J_yJ_z\}$ are $\frac12(m+m')$ times the elements of $J_x$ and $J_y$. They give $\frac{\sqrt3}2$ and $-\frac{i\sqrt3}2$ between $\frac32,\frac12$, zero between $\frac12,-\frac12$, and the opposite signs between $-\frac12,-\frac32$.

Using $J_x^2+J_y^2-\frac52=-(J_z^2-\frac54)$ for the part along $x$ and $y$, one finds

$$M=\begin{pmatrix}F&S&R&0\\S^*&-F&0&R\\R^*&0&-F&-S\\0&R^*&-S^*&F\end{pmatrix},$$

$$F=\gamma_2\left[k_z^2-\tfrac12(k_x^2+k_y^2)\right],\quad S=\sqrt3\gamma_3k_z(k_x-ik_y),\quad R=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2)-i\sqrt3\gamma_3k_xk_y .$$

In $M^2$ the off-diagonal elements cancel in pairs, for example $FS-SF=0$ and $SR-RS=0$, and every diagonal element is $F^2+|S|^2+|R|^2$. With $C=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$, the $\gamma_2^2$ part is

$$k_z^4-k_z^2(k_x^2+k_y^2)+\tfrac14(k_x^2+k_y^2)^2+\tfrac34(k_x^2-k_y^2)^2=k_x^4+k_y^4+k_z^4-C=k^4-3C,$$

and the $\gamma_3^2$ part is $3k_z^2(k_x^2+k_y^2)+3k_x^2k_y^2=3C$. Since $M$ has zero trace, each sign of the root occurs twice:

$$E_\pm=-\tfrac12\gamma_1k^2\pm\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)C}.$$

Along $[001]$, $C=0$ and the inverse hole masses are $\gamma_1\mp2|\gamma_2|$. Along $[111]$, $C=k^4/3$ and they are $\gamma_1\mp2|\gamma_3|$. The energies depend on the direction of $\mathbf k$ only through $\gamma_3^2-\gamma_2^2$, so the bands are warped when $|\gamma_2|\ne|\gamma_3|$.

In a field the order of the $K$'s matters. Since $\sum_{ij}\epsilon_{ijl}J_iJ_j=iJ_l$, the antisymmetric part of $(\mathbf K\cdot\mathbf J)^2$ is

$$-\tfrac i2\sum_{ijl}\epsilon_{ijl}B_lJ_iJ_j=-\tfrac i2\,i\,\mathbf J\cdot\mathbf B=\tfrac12\mathbf J\cdot\mathbf B .$$

A term $\gamma(\mathbf K\cdot\mathbf J)^2$ left unsymmetrised therefore contributes $-\gamma/2$ to $\kappa$. The value of $\kappa$ has a meaning only together with the symmetrised form.

Symmetry permits the constants but does not show that they differ from zero. A model does. Let the valence states be an even orbital triplet $X,Y,Z$ with spin, whose spin-orbit doublet is infinitely remote. At energy $E_g$ lies an odd singlet $s$, and higher up an odd triplet $x,y,z$, which spin-orbit coupling splits into a doublet at $E_7$ and a quartet at $E_8$. The cubic group allows the momentum elements

$$\langle s|p_i|j\rangle=P\delta_{ij},\qquad \langle l|p_i|j\rangle=Q|\epsilon_{lij}|,$$

with phases chosen to make $P$ and $Q$ real. Define $E_P=2P^2$, $E_Q=2Q^2$ and the ratios

$$a=\frac{E_P}{2E_g},\qquad u=\frac{E_Q}{2E_8},\qquad v=\frac{E_Q}{2E_7}.$$

Let $C_i$ be the matrix of $p_i$ from the valence quartet to the remote states, and $G$ the inverse of the remote energies. For energies small compared with the gaps, the remote amplitude is $-G\sum_jC_jK_j\psi$. Inserting it in the valence equation gives

$$H=\tfrac12K^2+\mathbf S\cdot\mathbf B-\sum_{ij}C_i^\dagger GC_j\,K_iK_j ,$$

with the free-electron spin factor taken as 2. This form has the assumed symmetry, so five matrix elements determine the five constants. From the general $H$ they are:

- coefficient of $K_z^2$: $-\frac12\gamma_1+\gamma_2$ for $m=\frac32$ and $-\frac12\gamma_1-\gamma_2$ for $m=\frac12$;
- coefficient of $\{K_xK_y\}$ between $\frac32$ and $-\frac12$: $-i\sqrt3\gamma_3$;
- coefficient of $B_z$: $h_{3/2}=-\frac32\kappa-\frac{27}8q$ and $h_{1/2}=-\frac12\kappa-\frac18q$.

In the folded term, the coefficient of $B_z$ is $\frac i2(C_x^\dagger GC_y-C_y^\dagger GC_x)$, so $h_m=-\mathrm{Im}\langle C_xm|G|C_ym\rangle$. With $|\pm\rangle=\mp(X\pm iY)/\sqrt2$ the states are

$$|\tfrac32\rangle=|{+}{\uparrow}\rangle,\quad|\tfrac12\rangle=\sqrt{\tfrac23}|Z{\uparrow}\rangle+\sqrt{\tfrac13}|{+}{\downarrow}\rangle,\quad|{-\tfrac12}\rangle=\sqrt{\tfrac13}|{-}{\uparrow}\rangle+\sqrt{\tfrac23}|Z{\downarrow}\rangle .$$

The direct terms are quick. $\frac12K^2$ gives $\gamma_1=-1$. In the quartet $\mathbf S=\mathbf J/3$, as the state $m=\frac32$ with $S_z=\frac12$ shows, so the spin gives $\kappa=-\frac13$.

For the singlet, $C_i$ picks out orbital component $i$. The $K_z^2$ coefficients are $0$ and $-\frac23a$, hence $\gamma_1=\frac23a$ and $\gamma_2=\frac13a$. The $\{K_xK_y\}$ element is

$$-a\left[\left(-\tfrac1{\sqrt2}\right)\left(-\tfrac i{\sqrt6}\right)+\tfrac i{\sqrt2}\tfrac1{\sqrt6}\right]=-\tfrac{ia}{\sqrt3},$$

so $\gamma_3=\frac13a$. The component $|+\rangle$ gives $h_{3/2}=-\frac12a$, and its weight $\frac13$ gives $h_{1/2}=-\frac16a$. Hence $\kappa=\frac13a$ and $q=0$.

For the remote triplet, write a state as three spinors $\mathbf w=(w_x,w_y,w_z)$. The doublet states are $\sum_i|i\rangle\sigma_i\chi/\sqrt3$ with $\chi$ a spinor, so the doublet amplitude of $\mathbf w$ is $\boldsymbol\sigma\cdot\mathbf w/\sqrt3$ and

$$Q^2\langle\mathbf w|G|\mathbf w'\rangle=u\,\mathbf w^\dagger\mathbf w'+\tfrac13(v-u)(\boldsymbol\sigma\cdot\mathbf w)^\dagger(\boldsymbol\sigma\cdot\mathbf w').$$

The vectors, divided by $Q$, and their products with $\boldsymbol\sigma$ are

$$\begin{aligned}
C_z|\tfrac32\rangle&=-\tfrac1{\sqrt2}(ix+y){\uparrow}&&\to-i\sqrt2{\downarrow}\\
C_z|\tfrac12\rangle&=-\tfrac1{\sqrt6}(ix+y){\downarrow}&&\to0\\
C_x|\tfrac32\rangle&=-\tfrac i{\sqrt2}z{\uparrow}&&\to-\tfrac i{\sqrt2}{\uparrow}\\
C_y|\tfrac32\rangle&=-\tfrac1{\sqrt2}z{\uparrow}&&\to-\tfrac1{\sqrt2}{\uparrow}\\
C_x|\tfrac12\rangle&=\sqrt{\tfrac23}y{\uparrow}-\tfrac i{\sqrt6}z{\downarrow}&&\to i\sqrt{\tfrac32}{\downarrow}\\
C_y|\tfrac12\rangle&=\sqrt{\tfrac23}x{\uparrow}-\tfrac1{\sqrt6}z{\downarrow}&&\to\sqrt{\tfrac32}{\downarrow}\\
C_x|{-\tfrac12}\rangle&=-\tfrac i{\sqrt6}z{\uparrow}+\sqrt{\tfrac23}y{\downarrow}&&\to-i\sqrt{\tfrac32}{\uparrow}\\
C_y|{-\tfrac12}\rangle&=\tfrac1{\sqrt6}z{\uparrow}+\sqrt{\tfrac23}x{\downarrow}&&\to\sqrt{\tfrac32}{\uparrow}
\end{aligned}$$

The first two lines give

$$-\tfrac12\gamma_1+\gamma_2=-\left[u+\tfrac23(v-u)\right]=-\tfrac13(u+2v),\qquad-\tfrac12\gamma_1-\gamma_2=-\tfrac13u,$$

so $\gamma_1=\frac23(u+v)$ and $\gamma_2=-\frac13v$. For $\gamma_3$, the two orderings of $x$ and $y$ contribute equally, each $\frac{iu}{2\sqrt3}+\frac{i(v-u)}{2\sqrt3}=\frac{iv}{2\sqrt3}$. Thus $-iv/\sqrt3=-i\sqrt3\gamma_3$ and $\gamma_3=\frac13v$. The field elements are

$$h_{3/2}=\tfrac12u+\tfrac16(v-u)=\tfrac16(2u+v),\qquad h_{1/2}=\tfrac16u+\tfrac12(v-u)=\tfrac16(3v-2u).$$

From $h_{3/2}-3h_{1/2}=-3q$ follows $q=\frac49(v-u)$, and from $\kappa=-2h_{1/2}-\frac14q$ follows $\kappa=\frac19(7u-10v)$. Adding all contributions,

$$\begin{gathered}\gamma_1=-1+\tfrac23(a+u+v),\qquad\gamma_2=\tfrac13(a-v),\qquad\gamma_3=\tfrac13(a+v),\\\kappa=-\tfrac13+\tfrac13a+\tfrac19(7u-10v),\qquad q=\tfrac49(v-u).\end{gathered}$$

In this model the remote triplet makes $\gamma_2$ and $\gamma_3$ differ, and its spin-orbit splitting produces $q$.

As an example take the round parameters $E_P=E_Q=24$ eV, $E_g=2$ eV, $E_7=3.75$ eV and $E_8=4$ eV, which describe no particular material. Then $a=24/4=6$, $u=24/8=3$ and $v=24/7.5=3.2$, so that

$$\gamma_1=-1+\tfrac23(12.2)=7.133,\quad\gamma_2=\tfrac{2.8}3=0.933,\quad\gamma_3=\tfrac{9.2}3=3.067,$$

$$\kappa=-\tfrac13+2-\tfrac{11}9=0.444,\qquad q=\tfrac49(0.2)=0.089 .$$

The heavy-hole mass is $1/(7.133-1.867)=0.190$ electron masses along $[001]$ and $1/(7.133-6.133)=1.00$ along $[111]$; the light-hole masses are 0.111 and 0.075. At $k=0.02$ Å$^{-1}$ the factor $\hbar^2k^2/2m$ is $7.620\times0.0004/2=0.001524$ eV, which puts the heavy band at $-0.00803$ eV along $[001]$ and $-0.00152$ eV along $[111]$. The light band along $[111]$ lies at $-0.0202$ eV, deeper by about 0.8% of its energy than in the unfolded 12-band model (the valence quartet, the two singlet states and the six triplet states, with the remote energies held fixed). Along $[123]$, halving $k$ from $0.004$ Å$^{-1}$ reduces the largest absolute folding error by a factor 15.99, so it falls as $k^4$.

For a magnetic length $l=100$ Å, or 6.58 T, the unit of the field terms is $\hbar^2/ml^2=7.62\times10^{-4}$ eV. With $\mathbf B$ along $[001]$ the field matrix has the eigenvalues

$$\pm\left(\tfrac32\kappa+\tfrac{27}8q\right)\frac{\hbar^2}{ml^2}=\pm0.967\times7.62\times10^{-4}\ \text{eV}=\pm7.37\times10^{-4}\ \text{eV}$$

and $\pm1.78\times10^{-4}$ eV. Along $[111]$ they are $\pm7.04\times10^{-4}$ and $\pm2.79\times10^{-4}$ eV. Without $q$ they would be $\pm5.08\times10^{-4}$ and $\pm1.69\times10^{-4}$ eV in either direction. Here a $q$ five times smaller than $\kappa$ is not negligible. Along $[001]$, $m^3$ gives it the weight $27/8$ in the outer states, against $3/2$ for $\kappa$; along $[111]$ the inner pair changes most in proportion.

These eigenvalues are not the spectrum, since the quadratic terms contribute at the same order in $B$. With $\mathbf B$ along $[001]$ and $k_z=0$, the full $4\times4$ Hamiltonian has its four highest Landau levels at $-1.34$, $-1.73$, $-1.77$ and $-2.11$ in units of $10^{-3}$ eV. Setting $\kappa=q=0$ changes them to $-1.24$, $-1.52$, $-1.90$ and $-2.38$.

The field terms are tested against the 12-band model in a weak field, using matching finite sets of oscillator states. When $B$ is halved, the largest level error of the five-constant form falls by a factor 4.00, so the error is of order $B^2$. If $q$ is dropped, or both $\kappa$ and $q$, the factor is 1.99 or 2.00: the error is then of first order in $B$, the order to which the Hamiltonian is meant to hold.

## Computed values

```
Invariants, O_h with time reversal, zero field: 3
Invariants, O_h with time reversal, linear in B: 2
Same without time reversal, zero field / B: 4 2
Full rotation symmetry, zero field / B: 2 1
Terms linear in k, O_h / T_d: 0 1
(K.J)^2 as g1,g2,g3,kappa,q: -2.500 1.000 1.000 -0.500 0.000
EP, Eg, EQ, E7, E8 (eV): 24.0 2.0 24.0 3.75 4.0
a, u, v: 6.0000 3.0000 3.2000
gamma1 = 7.1333
gamma2 = 0.9333
gamma3 = 3.0667
kappa = 0.4444
q = 0.0889
hbar^2/m = 7.61996 eV angstrom^2
Hole masses [001] heavy, light (electron masses): 0.1899 0.1111
Hole masses [111] heavy, light (electron masses): 1.0000 0.0754
Band energies at k = 0.02 per angstrom, heavy then light (eV):
  [0, 0, 1] 4x4: -0.008026 -0.013716  12-band: -0.008006 -0.013623
  [1, 1, 0] 4x4: -0.002652 -0.019090  12-band: -0.002649 -0.018936
  [1, 1, 1] 4x4: -0.001524 -0.020218  12-band: -0.001523 -0.020048
Error ratio 4x4 vs 12-band when k is halved: 15.992
Weak-field test, magnetic length 1600 angstrom, then B halved:
  full: max error 1.083e-08 eV, 2.707e-09 eV, ratio 4.000
  no q: max error 8.198e-07 eV, 4.115e-07 eV, ratio 1.992
  no kappa,q: max error 2.604e-06 eV, 1.304e-06 eV, ratio 1.998
Example magnetic length = 100 angstrom
Same field in tesla = 6.582 T
hbar^2/(m l^2) = 7.619964e-04 eV
Field matrix eigenvalues, B along [001] (eV): -0.0007366 -0.0001778 0.0001778 0.0007366
Field matrix eigenvalues, B along [111] (eV): -0.0007044 -0.0002794 0.0002794 0.0007044
Field matrix eigenvalues with q = 0 (eV): -0.0005080 -0.0001693 0.0001693 0.0005080
Top Landau levels, all five constants (eV): -0.001337 -0.001728 -0.001766 -0.002111
Top Landau levels, kappa = q = 0 (eV): -0.001241 -0.001521 -0.001900 -0.002375
```
